**One-centre g shifts: model tests and CO2−**

The program tests $\Delta g_{ij}=2\sum_{n\ne0}\langle0|\sum_A l_{A,i}|n\rangle\langle n|\sum_B\zeta_B l_{B,j}|0\rangle/(\varepsilon_0-\varepsilon_n)$. Here 0 is the singly occupied orbital, $n$ any other orbital, $\varepsilon$ an orbital energy, $l_A$ the angular momentum in the p shell of atom $A$, and $\zeta_A$ its spin-orbit constant; $i$ labels the field and $j$ the spin. It asserts the London-phase identity at a point, the removal of bond phases in an open chain but not in a ring, and agreement of the formula with three-electron determinant diagonalization in two models. One of these models shows a filled orbital lowering g. For CO2− it asserts agreement with spin-orbital diagonalization at weak spin-orbit coupling, and it compares the atomic constants with radial quadrature. The output gives one-centre shifts of +0.0043, −0.0104 and +0.00003 along x, y and z, with the y shift dominated by excitation into the empty π* orbital. The def2-SVP comparison with full operators gives +0.0023, −0.0067 and −0.0004, so the signs of the x and y shifts persist while their sizes and the z shift do not.

## Check in Python

```python
"""Test of the one-centre formula for the g shift of a radical:

  dg_ij = 2 sum_n <0|sum_A l_Ai|n><n|sum_B zeta_B l_Bj|0> / (e_0 - e_n)

0: singly occupied orbital (SOMO); n: every other orbital; e: orbital energy;
l_A: angular momentum about nucleus A inside its p shell; zeta_A: spin-orbit
constant; i: field direction; j: spin direction.  A diagonal term is positive
for a filled n and negative for an empty n if its numerator is positive.
The formula is compared with diagonalizations and applied to CO2-.
Axes of CO2-: x normal to the plane, y parallel to O-O, z the twofold axis.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from pyscf import gto, dft

HARTREE_EV = constants.physical_constants['Hartree energy in eV'][0]
G_FREE = abs(constants.physical_constants['electron g factor'][0])
ALPHA = constants.fine_structure
SPIN = [np.array([[0, 1], [1, 0]], complex) / 2,
        np.array([[0, -1j], [1j, 0]]) / 2,
        np.array([[1, 0], [0, -1]], complex) / 2]
L_P = np.zeros((3, 3, 3), complex)          # l_k in the basis p_x, p_y, p_z
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    L_P[a, b, c], L_P[a, c, b] = -1j, 1j


def formula_shift(h, ang, so, somo):
    """g shift from the sum over orbitals, in an orthonormal basis."""
    e, c = np.linalg.eigh(h)
    lm = np.array([c.conj().T @ m @ c for m in ang])
    sm = np.array([c.conj().T @ m @ c for m in so])
    others = [n for n in range(len(e)) if n != somo]
    return np.array([[2 * sum((lm[i, somo, n] * sm[j, n, somo]).real
                              / (e[somo] - e[n]) for n in others)
                      for j in range(3)] for i in range(3)])


def spin_orbital_matrices(h, ang, so):
    """Zero-field Hamiltonian and the three Zeeman operators l + g_e s."""
    one = np.eye(len(h))
    ham = np.kron(h, np.eye(2)) + sum(np.kron(so[k], SPIN[k]) for k in range(3))
    zee = [np.kron(ang[k], np.eye(2)) + G_FREE * np.kron(one, SPIN[k])
           for k in range(3)]
    return ham, zee


def doublet_g(pair, zeeman):
    """Splitting of a Kramers doublet per unit of (Bohr magneton x field)."""
    return np.array([np.ptp(np.linalg.eigvalsh(pair.conj().T @ z @ pair))
                     for z in zeeman])


def many_electron_g(h, ang, so, electrons):
    """g values from diagonalization over all determinants."""
    ham, zee = spin_orbital_matrices(h, ang, so)
    modes = len(ham)
    lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    ann = []
    for p in range(modes):
        op = np.eye(1)
        for q in range(modes):
            op = np.kron(op, parity if q < p else lower if q == p else np.eye(2))
        ann.append(op)
    count = np.diag(sum(a.T @ a for a in ann))
    keep = np.where(np.abs(count - electrons) < 1e-9)[0]

    def lift(m):
        total = np.zeros((len(keep), len(keep)), complex)
        for p, q in zip(*np.nonzero(np.abs(m) > 1e-15)):
            total += m[p, q] * (ann[p].T[keep] @ ann[q][:, keep])
        return total
    vectors = np.linalg.eigh(lift(ham))[1]
    return doublet_g(vectors[:, :2], [lift(z) for z in zee])


# London phase: it moves the vector potential to the orbital's own nucleus,
# and the term linear in the field is then half of field . l(nucleus).
x, y, z, field = sp.symbols('x y z field', real=True)
r = sp.Matrix([x, y, z])
direction = sp.Matrix([1, 2, -1])
nucleus = sp.Matrix([3, -7, 5]) / 10
origin = sp.Matrix([-4, 2, 9]) / 10
d = r - nucleus
orbital = (d[0] + 2 * d[1]) * sp.exp(-d.dot(d))
a_full = field * direction.cross(r - origin) / 2
a_site = field * direction.cross(nucleus - origin) / 2
a_local = field * direction.cross(d) / 2


def kinetic(psi, a):
    total = 0
    for k in range(3):
        first = -sp.I * sp.diff(psi, r[k]) + a[k] * psi
        total += (-sp.I * sp.diff(first, r[k]) + a[k] * first) / 2
    return total


point = {x: 0.41, y: -0.23, z: 0.77, field: 0.6}
phase = sp.exp(-sp.I * a_site.dot(r))
residual = kinetic(phase * orbital, a_full) / phase - kinetic(orbital, a_local)
assert abs(complex(sp.N(residual.subs(point)))) < 1e-11
gradient = sp.Matrix([sp.diff(orbital, q) for q in r])
linear = sp.diff(kinetic(orbital, a_local), field).subs(field, 0)
linear -= direction.dot(d.cross(-sp.I * gradient)) / 2
assert abs(complex(sp.N(linear.subs(point)))) < 1e-11

# Constant bond phases: no effect in an open chain, a real effect in a ring.
sites = np.array([[0., 0., 0.], [0., 1.2, -0.5], [0., -1.2, -0.5]])


def site_levels(end_link, shift, strength):
    pos = sites - np.array(shift)
    h = np.diag([0.0, -0.4, -0.7]).astype(complex)
    for m, n, t in ((0, 1, -1.0), (0, 2, -0.8), (1, 2, end_link)):
        h[m, n] = t * np.exp(0.5j * strength * np.cross(pos[m], pos[n])[0])
        h[n, m] = h[m, n].conj()
    return np.linalg.eigvalsh(h)


moved = [0.3, 2.0, -1.1]
chain_change = np.max(np.abs(site_levels(0, moved, 0.8) - site_levels(0, moved, 0)))
ring_change = np.max(np.abs(site_levels(-.6, moved, .8) - site_levels(-.6, moved, 0)))
assert chain_change < 1e-12 and ring_change > 1e-3

# One p shell, three electrons: p_x filled, p_y singly occupied, p_z empty.
shell_h, shell_zeta = np.diag([-3.0, 0.0, 4.0]), 0.001
shell_formula = np.diag(formula_shift(shell_h, L_P, shell_zeta * L_P, 1))
shell_direct = many_electron_g(shell_h, L_P, shell_zeta * L_P, 3) - G_FREE
assert np.max(np.abs(shell_formula - shell_direct)) < 1e-6
assert shell_direct[2] > 1e-4 and shell_direct[0] < -1e-4

# Two centres with unequal zeta: a filled orbital can lower g.
angle = np.radians(35.0)
co, si = np.cos(angle), np.sin(angle)
# columns: filled orbital, SOMO, two remote empty orbitals; rows: x1 y1 x2 y2
u = np.array([[0, co, 0, -si], [co, 0, si, 0], [0, si, 0, co], [-si, 0, co, 0]])
pair_h = u @ np.diag([-2.0, 0.0, 400.0, 400.0]) @ u.T
pair_zeta = (0.001, 0.004)
pair_l, pair_so = np.zeros((3, 4, 4), complex), np.zeros((3, 4, 4), complex)
for atom in range(2):
    block = slice(2 * atom, 2 * atom + 2)
    pair_l[2, block, block] = L_P[2, :2, :2]
    pair_so[2, block, block] = pair_zeta[atom] * L_P[2, :2, :2]
pair_formula = formula_shift(pair_h, pair_l, pair_so, 1)[2, 2]
pair_direct = many_electron_g(pair_h, pair_l, pair_so, 3)[2] - G_FREE
pair_filled = (2 * (u[:, 1] @ pair_l[2] @ u[:, 0])
               * (u[:, 0] @ pair_so[2] @ u[:, 1]) / 2.0).real
assert abs(pair_formula - pair_direct) < 3e-6
assert pair_direct < 0 and pair_filled < 0
assert abs(pair_filled) > 0.8 * abs(pair_direct)


def screened_so_integrals(mol, density):
    """Cross-product integrals of the nuclear plus electronic potential."""
    n = mol.nao
    two = mol.intor('int2e_p1vxp1', comp=3).reshape(3 * n * n, n * n)
    return (mol.intor('int1e_pnucxp', comp=3)
            + (two @ density.ravel()).reshape(3, n, n))


def atomic_zeta(symbol, p_electrons):
    """zeta in hartree by operator integrals and by radial quadrature."""
    mol = gto.M(atom=symbol, basis='minao', spin=0, verbose=0)
    weight = np.sqrt(np.array([2, 2] + [p_electrons / 3] * 3))
    density = weight[:, None] * np.linalg.inv(mol.intor('int1e_ovlp')) * weight
    element = screened_so_integrals(mol, density)[2, 2, 3]
    radius = np.exp(np.linspace(np.log(1e-5), np.log(30.0), 6000))
    coords = np.zeros((len(radius), 3))
    coords[:, 2] = radius
    ao = mol.eval_gto('GTOval_sph', coords)
    rho = np.einsum('gi,ij,gj->g', ao, density, ao)
    inside = cumulative_trapezoid(4 * np.pi * radius**2 * rho, radius, initial=0)
    radial_square = 4 * np.pi / 3 * np.sum(ao[:, 2:5]**2, axis=1)
    charge = mol.atom_charge(0) - inside
    radial = ALPHA**2 / 2 * trapezoid(radial_square * charge / radius, radius)
    return ALPHA**2 / 2 * abs(element), radial, np.sign(element)


zeta_c, radial_c, so_sign = atomic_zeta('C', 2)
zeta_o, radial_o, so_sign_o = atomic_zeta('O', 4)
assert abs(zeta_c / radial_c - 1) < 1e-3 and abs(zeta_o / radial_o - 1) < 1e-3
assert so_sign == so_sign_o
zeta = np.array([zeta_c, zeta_o, zeta_o]) * HARTREE_EV

# CO2- in one spin-averaged potential: 11 filled orbitals and one half-filled.
BOND, BEND, SOMO = 1.25, 135.0, 11
half = np.radians(BEND / 2)
o_y, o_z = BOND * np.sin(half), -BOND * np.cos(half)
geometry = [['C', (0, 0, 0)], ['O', (0, o_y, o_z)], ['O', (0, -o_y, o_z)]]


def occupation(mo_energy=None, mo_coeff=None):
    occ = np.zeros(len(mo_energy))
    order = np.argsort(mo_energy)
    occ[order[:SOMO]], occ[order[SOMO]] = 2, 1
    return occ


def molecule(basis):
    mol = gto.M(atom=geometry, basis=basis, charge=-1, spin=1, verbose=0)
    mf = dft.rks.RKS(mol)
    mf.xc, mf.conv_tol, mf.max_cycle = 'PBE', 1e-9, 150
    mf.get_occ = occupation
    mf.kernel()
    assert mf.converged
    density = np.asarray(mf.make_rdm1())
    fock = np.asarray(mf.get_fock(dm=density))
    s, v = np.linalg.eigh(mol.intor('int1e_ovlp'))
    root = v @ np.diag(s**-0.5) @ v.T
    return mol, density, root, root @ fock @ root * HARTREE_EV


mol, density, root, h = molecule('minao')
labels = mol.ao_labels()
size = len(labels)
l_atom = np.zeros((3, 3, size, size), complex)      # atom, direction, matrix
for atom in range(3):
    block = slice(5 * atom + 2, 5 * atom + 5)
    assert [t.split()[2] for t in labels[block]] == ['2px', '2py', '2pz']
    l_atom[atom][:, block, block] = L_P
ang = l_atom.sum(axis=0)
so = np.einsum('a,akij->kij', zeta, l_atom)
shift = formula_shift(h, ang, so, SOMO)
dg = np.diag(shift)
assert np.max(np.abs(shift - np.diag(dg))) < 1e-7


def direct_shift(scale):
    ham, zee = spin_orbital_matrices(h, ang, scale * so)
    vectors = np.linalg.eigh(ham)[1]
    return (doublet_g(vectors[:, 2 * SOMO:2 * SOMO + 2], zee) - G_FREE) / scale


assert np.max(np.abs(direct_shift(1e-3) - dg)) < 1e-6
full_strength = direct_shift(1.0)

energy, coeff = np.linalg.eigh(h)
somo = coeff[:, SOMO]
assert np.max(np.abs(somo[[2, 3, 7, 12]])) < 1e-4    # a1: no p_x, no carbon p_y
rows = []
for n in range(size):
    if n == SOMO:
        continue
    parts = np.einsum('i,akij,j->ak', somo, l_atom, coeff[:, n]).imag
    # Add the equivalent oxygens first: forbidden parts cancel between them.
    by_element = np.array([parts[0], parts[1] + parts[2]])
    axis = int(np.argmax(np.abs(by_element).max(axis=0)))
    l_c, l_o = by_element[:, axis]
    if max(abs(l_c), abs(l_o)) < 1e-4:
        continue
    if l_c + l_o < 0:
        l_c, l_o = -l_c, -l_o
    lam = zeta[0] * l_c + zeta[1] * l_o
    gap = energy[SOMO] - energy[n]
    rows.append((axis, n, gap, l_c, l_o, lam, 2 * (l_c + l_o) * lam / gap))
for k in range(3):
    assert abs(sum(t[6] for t in rows if t[0] == k) - dg[k]) < 1e-6
assert np.argmin(dg) == 1 and dg[1] < 0
lowest = min((t for t in rows if t[0] == 1), key=lambda t: t[6])
assert lowest[2] < 0                                 # an empty b1 orbital
carbon_only = formula_shift(h, ang, zeta[0] * l_atom[0], SOMO)[1, 1]

# Larger basis with the full operators, at two gauge origins.
big, big_density, big_root, big_h = molecule('def2-svp')
big_so = so_sign * ALPHA**2 / 2 * HARTREE_EV * screened_so_integrals(big, big_density)
big_so = np.array([-1j * big_root @ m @ big_root for m in big_so])
p_atom = gto.M(atom='C', basis='minao', spin=0, verbose=0)
l_sign = np.sign(p_atom.intor('int1e_cg_irxp', comp=3)[2, 2, 3])
big_dg = []
for centre in (np.zeros(3), big.atom_coords()[1:].mean(axis=0)):
    with big.with_common_origin(centre):
        raw = l_sign * big.intor('int1e_cg_irxp', comp=3)
    big_l = np.array([-1j * big_root @ m @ big_root for m in raw])
    big_dg.append(np.diag(formula_shift(big_h, big_l, big_so, SOMO)))
assert np.argmin(big_dg[0]) == 1 and big_dg[0][1] < 0

print(f'free-electron g factor: {G_FREE:.6f}')
print('p-shell model: energies of p_x, p_y, p_z = -3, 0, 4 eV; three electrons')
print(f'p-shell model zeta: {shell_zeta:.3f} eV')
for k, name in enumerate('xyz'):
    print(f'p-shell dg_{name}{name}: formula {shell_formula[k]:+.7f}, '
          f'determinants {shell_direct[k]:+.7f}')
print(f'two-centre model: zeta_1 {pair_zeta[0]:.3f} eV, zeta_2 {pair_zeta[1]:.3f} eV, '
      f'mixing angle {np.degrees(angle):.0f} degrees')
print('two-centre model: filled orbital 2 eV below SOMO, empty ones 400 eV above')
print(f'two-centre dg_zz: formula {pair_formula:+.7f}, determinants {pair_direct:+.7f}')
print(f'two-centre dg_zz from the filled orbital alone: {pair_filled:+.7f}')
print(f'largest level change by bond phases (hopping units): chain {chain_change:.1e}, '
      f'ring {ring_change:.4f}')
print(f'CO2-: C-O length {BOND:.2f} angstrom, O-C-O angle {BEND:.0f} degrees')
print(f'zeta of carbon 2p: {zeta[0]:.6f} eV (radial check {radial_c*HARTREE_EV:.6f} eV)')
print(f'zeta of oxygen 2p: {zeta[1]:.6f} eV (radial check {radial_o*HARTREE_EV:.6f} eV)')
print(f'SOMO energy, minimal basis: {energy[SOMO]:.3f} eV')
print(f'SOMO weights: C s {np.sum(somo[:2]**2):.4f}, C p_z {somo[4]**2:.4f}, '
      f'both O s {np.sum(somo[[5, 6, 10, 11]]**2):.4f}, '
      f'both O p_y {np.sum(somo[[8, 13]]**2):.4f}, '
      f'both O p_z {np.sum(somo[[9, 14]]**2):.4f}')
print('excitations: L_C and L_O (both oxygens) are dimensionless, Lambda in eV')
for axis, n, gap, l_c, l_o, lam, part in rows:
    kind = 'into SOMO' if gap > 0 else 'out of SOMO'
    print(f'{"xyz"[axis]}, {("b2", "b1", "a2")[axis]}, orbital {n+1}, {kind}: '
          f'e0-en {gap:+.3f} eV, L_C {l_c:+.4f}, L_O {l_o:+.4f}, '
          f'Lambda {lam:+.6f}, dg {part:+.6f}')
print(f'excitations with negative numerator: {sum(t[5] < 0 for t in rows)} of {len(rows)}')
for k, name in enumerate('xyz'):
    print(f'CO2- one-centre dg_{name}{name}: {dg[k]:+.6f}, g_{name}{name}: '
          f'{G_FREE+dg[k]:.6f}, dg by full diagonalization: {full_strength[k]:+.6f}')
print(f'CO2- dg_yy with spin-orbit coupling on carbon only: {carbon_only:+.6f}')
for name, values in zip(('carbon', 'O-O midpoint'), big_dg):
    print(f'def2-SVP, full operators, origin at {name}: dg_xx {values[0]:+.6f}, '
          f'dg_yy {values[1]:+.6f}, dg_zz {values[2]:+.6f}')
print('all tests passed')
```

Output:

```
free-electron g factor: 2.002319
p-shell model: energies of p_x, p_y, p_z = -3, 0, 4 eV; three electrons
p-shell model zeta: 0.001 eV
p-shell dg_xx: formula -0.0005000, determinants -0.0005000
p-shell dg_yy: formula +0.0000000, determinants -0.0000003
p-shell dg_zz: formula +0.0006667, determinants +0.0006667
two-centre model: zeta_1 0.001 eV, zeta_2 0.004 eV, mixing angle 35 degrees
two-centre model: filled orbital 2 eV below SOMO, empty ones 400 eV above
two-centre dg_zz: formula -0.0002316, determinants -0.0002316
two-centre dg_zz from the filled orbital alone: -0.0002206
largest level change by bond phases (hopping units): chain 4.4e-16, ring 0.0610
CO2-: C-O length 1.25 angstrom, O-C-O angle 135 degrees
zeta of carbon 2p: 0.005088 eV (radial check 0.005088 eV)
zeta of oxygen 2p: 0.021609 eV (radial check 0.021609 eV)
SOMO energy, minimal basis: 5.534 eV
SOMO weights: C s 0.1832, C p_z 0.3006, both O s 0.0011, both O p_y 0.0029, both O p_z 0.5122
excitations: L_C and L_O (both oxygens) are dimensionless, Lambda in eV
x, b2, orbital 1, into SOMO: e0-en +506.719 eV, L_C +0.0279, L_O -0.0028, Lambda +0.000081, dg +0.000000
x, b2, orbital 5, into SOMO: e0-en +22.815 eV, L_C +0.3147, L_O +0.1434, Lambda +0.004700, dg +0.000189
y, b1, orbital 7, into SOMO: e0-en +8.558 eV, L_C -0.3779, L_O +0.5185, Lambda +0.009282, dg +0.000305
x, b2, orbital 9, into SOMO: e0-en +7.466 eV, L_C +0.1617, L_O +0.4440, Lambda +0.010417, dg +0.001690
z, a2, orbital 10, into SOMO: e0-en +4.570 eV, L_C -0.0000, L_O +0.0536, Lambda +0.001158, dg +0.000027
x, b2, orbital 11, into SOMO: e0-en +4.008 eV, L_C -0.0197, L_O +0.4809, Lambda +0.010291, dg +0.002368
y, b1, orbital 13, out of SOMO: e0-en -2.105 eV, L_C +0.3972, L_O +0.4934, Lambda +0.012682, dg -0.010730
x, b2, orbital 15, out of SOMO: e0-en -15.579 eV, L_C +0.4174, L_O -0.2572, Lambda -0.003434, dg +0.000071
excitations with negative numerator: 1 of 8
CO2- one-centre dg_xx: +0.004318, g_xx: 2.006637, dg by full diagonalization: +0.004290
CO2- one-centre dg_yy: -0.010425, g_yy: 1.991894, dg by full diagonalization: -0.010417
CO2- one-centre dg_zz: +0.000027, g_zz: 2.002346, dg by full diagonalization: -0.000031
CO2- dg_yy with spin-orbit coupling on carbon only: -0.001773
def2-SVP, full operators, origin at carbon: dg_xx +0.002344, dg_yy -0.006681, dg_zz -0.000373
def2-SVP, full operators, origin at O-O midpoint: dg_xx +0.002285, dg_yy -0.006777, dg_zz -0.000373
all tests passed
```
